# How a rhombohedral distortion splits the 111 powder line but not 200: test program

```python
"""
Result under test: a cube (edge a) deformed to a rhombohedral cell with equal
edges a and equal angles alpha splits the powder line 111 into lines of
multiplicity 2 and 6, and leaves the six 200 normals with one common spacing.
Symbols: c = cos(alpha); n = h+k+l; d = plane spacing; theta = Bragg angle;
r = d(111)/d(11-1); L = grain thickness; K = width constant of a plane stack.
Lengths are in nm, angles in degrees unless a name ends in _rad.
Spacings are computed from explicit lattice vectors and compared with formulas.
"""
import itertools
import numpy as np
from scipy.optimize import brentq


def rhombohedral_cell(edge, alpha_deg):
    """Rows are three equal vectors placed symmetrically about the z axis."""
    cosine = np.cos(np.radians(alpha_deg))
    sin_tilt = np.sqrt(2 * (1 - cosine) / 3)
    cos_tilt = np.sqrt(1 - sin_tilt**2)
    turns = 2 * np.pi * np.arange(3) / 3
    return edge * np.column_stack([sin_tilt * np.cos(turns),
                                   sin_tilt * np.sin(turns),
                                   np.full(3, cos_tilt)])


def family(indices):
    """All signed permutations: the normals equivalent in the cube."""
    members = set()
    for perm in itertools.permutations(indices):
        for signs in itertools.product((1, -1), repeat=3):
            members.add(tuple(s * p for s, p in zip(signs, perm)))
    return sorted(members)


def spacing(cell, hkl):
    return 1 / np.linalg.norm(np.array(hkl) @ np.linalg.inv(cell).T)


def lines(cell, indices):
    """Distinct spacings, largest first, each with its multiplicity."""
    groups = []
    for d in sorted((spacing(cell, m) for m in family(indices)), reverse=True):
        if groups and abs(groups[-1][0] / d - 1) < 1e-9:
            groups[-1][1] += 1
        else:
            groups.append([d, 1])
    return groups


def two_theta(d, wavelength):
    return 2 * np.degrees(np.arcsin(wavelength / (2 * d)))


# ---------------- inputs of the example ----------------
a = 0.51
alpha = 89.5
wavelength = 0.154
grain = 10.0
c = np.cos(np.radians(alpha))
cell = rhombohedral_cell(a, alpha)

# The constructed cell has the intended edges and angles.
metric = cell @ cell.T
assert np.allclose(metric, a**2 * ((1 - c) * np.eye(3) + c * np.ones((3, 3))),
                   atol=1e-13)

# ---------------- splitting and multiplicities ----------------
lines111 = lines(cell, (1, 1, 1))
lines200 = lines(cell, (2, 0, 0))
assert [m for _, m in lines111] == [2, 6]
assert [m for _, m in lines200] == [6]
d111, d11m = spacing(cell, (1, 1, 1)), spacing(cell, (1, 1, -1))
d200 = spacing(cell, (2, 0, 0))
assert np.isclose(lines111[0][0], d111, rtol=1e-10)

# Spacing formula for general indices and clearly distorted cells.
for angle in (70.0, 89.5, 100.0):
    test_cell = rhombohedral_cell(a, angle)
    ct = np.cos(np.radians(angle))
    for hkl in itertools.product(range(-3, 4), repeat=3):
        if any(hkl):
            S, n = sum(i * i for i in hkl), sum(hkl)
            inverse_square = (S - ct * n**2 / (1 + 2 * ct)) / (a**2 * (1 - ct))
            assert np.isclose(spacing(test_cell, hkl)**-2, inverse_square,
                              rtol=1e-9)
assert np.isclose(d111, a * np.sqrt((1 + 2 * c) / 3), rtol=1e-10)
assert np.isclose(d11m, a * np.sqrt((1 - c) * (1 + 2 * c) / (3 + 5 * c)),
                  rtol=1e-10)
assert np.isclose(d200, a / 2 * np.sqrt((1 - c) * (1 + 2 * c) / (1 + c)),
                  rtol=1e-10)

# Only families with a single nonzero index stay unsplit.
families_checked = 0
for hkl in itertools.combinations_with_replacement(range(5), 3):
    if any(hkl):
        unsplit = len(lines(cell, hkl)) == 1
        assert unsplit == (np.count_nonzero(hkl) == 1)
        families_checked += 1

# An obtuse angle reverses the order; a tetragonal cell splits 200 instead.
obtuse = lines(rhombohedral_cell(a, 180 - alpha), (1, 1, 1))
assert [m for _, m in obtuse] == [6, 2]
tetragonal = np.diag([a, a, 1.01 * a])
tet111 = [m for _, m in lines(tetragonal, (1, 1, 1))]
tet200 = [m for _, m in lines(tetragonal, (2, 0, 0))]
assert tet111 == [8] and sorted(tet200) == [2, 4]

# ---------------- small-distortion laws ----------------
d0 = a / np.sqrt(3)


def first_order_errors(angle):
    box = rhombohedral_cell(a, angle)
    x = np.cos(np.radians(angle))
    big, small = spacing(box, (1, 1, 1)), spacing(box, (1, 1, -1))
    return np.array([big / d0 - (1 + x), small / d0 - (1 - x / 3),
                     big / small - (1 + 4 * x / 3),
                     (2 * big + 6 * small) / (8 * d0) - 1])


error_ratios = first_order_errors(89.5) / first_order_errors(89.75)
assert np.all(abs(error_ratios - 4) < 0.1)   # remainders are quadratic
shift200 = 1 - d200 / (a / 2)
assert abs(shift200 / c**2 - 1) < 0.02       # next term is of relative size c
r = d111 / d11m
c_recovered = 3 * (r**2 - 1) / (5 + 3 * r**2)
alpha_recovered = np.degrees(np.arccos(c_recovered))
assert abs(alpha_recovered - alpha) < 1e-8

# ---------------- Bragg angles ----------------
tt0 = two_theta(d0, wavelength)
tt111, tt11m = two_theta(d111, wavelength), two_theta(d11m, wavelength)
tt200 = two_theta(d200, wavelength)
split = tt11m - tt111
theta0 = np.radians(tt0 / 2)
split_linear = np.degrees(8 / 3 * c * np.tan(theta0))
assert abs(split_linear / split - 1) < 0.02

# ---------------- random powder: intensity follows multiplicity ----------------
rng = np.random.default_rng(12)
directions = rng.normal(size=(1000000, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]
reciprocal = np.linalg.inv(cell).T
counts = {3: 0, 1: 0}
for hkl in family((1, 1, 1)):
    normal = np.array(hkl) @ reciprocal
    normal /= np.linalg.norm(normal)
    hits = np.count_nonzero(directions @ normal > np.cos(np.radians(10)))
    counts[abs(sum(hkl))] += hits
powder_ratio = counts[1] / counts[3]
assert abs(powder_ratio - 3) < 0.12          # about four standard deviations

# ---------------- finite grain thickness ----------------
half_phase = brentq(lambda x: np.sin(x) / x - 1 / np.sqrt(2), 0.5, 2.5)
K = 2 * half_phase / np.pi


def size_width(L, theta_rad):
    return np.degrees(K * wavelength / (L * np.cos(theta_rad)))


# Explicit sum over the planes of a stack checks the width law.
planes = round(grain / d0)
scan = np.linspace(tt0 - 1.5, tt0 + 1.5, 12001)
phase = 4 * np.pi * d0 * np.sin(np.radians(scan / 2)) / wavelength
amplitude = sum(np.exp(1j * k * phase) for k in range(planes))
stack = abs(amplitude)**2
above = scan[stack >= stack.max() / 2]
stack_width = above[-1] - above[0]
assert abs(stack_width / size_width(planes * d0, theta0) - 1) < 0.01

# Profile of two equal-width Gaussians with weights 2 and 6.
grid = np.linspace(tt0 - 3, tt0 + 3, 20001)


def profile(L):
    sigma = size_width(L, theta0) / np.sqrt(8 * np.log(2))
    return (2 * np.exp(-(grid - tt111)**2 / (2 * sigma**2))
            + 6 * np.exp(-(grid - tt11m)**2 / (2 * sigma**2)))


def maxima(L):
    y = profile(L)
    return np.count_nonzero((y[1:-1] > y[:-2]) & (y[1:-1] > y[2:]))


u = brentq(lambda x: 2 * np.log(x) + (x**-2 - x**2) / 2 - np.log(3), 0.2, 1)
separation_sigma = u + 1 / u
separation_fwhm = separation_sigma / np.sqrt(8 * np.log(2))
needed_grain = separation_fwhm * size_width(1.0, theta0) / split
low, high = 10.0, 100.0
assert maxima(low) == 1 and maxima(high) == 2
for _ in range(30):
    middle = (low + high) / 2
    if maxima(middle) == 2:
        high = middle
    else:
        low = middle
assert abs(high / needed_grain - 1) < 0.005   # limited by the angular grid
y10 = profile(grain)
wide = grid[y10 >= y10.max() / 2]
merged_width = wide[-1] - wide[0]
width111 = size_width(grain, theta0)
width200 = size_width(grain, np.radians(tt200 / 2))

# ---------------- other neglected effects ----------------
doublet = 0.0025          # rough relative wavelength gap of the doublet
microstrain = 0.003       # full relative width of the spacing distribution
film_strain = 0.005       # equal in-plane tensile strain
poisson = 0.3
expansion, heating = 1e-5, 100.0   # per K, and K
doublet_gap = two_theta(d0, wavelength * (1 + doublet)) - tt0
micro_width = (two_theta(d0 * (1 - microstrain / 2), wavelength)
               - two_theta(d0 * (1 + microstrain / 2), wavelength))
normal_strain = -2 * poisson / (1 - poisson) * film_strain
# Isotropic elasticity with unit shear modulus: normal stress must vanish.
lame = 2 * poisson / (1 - 2 * poisson)
normal_stress = lame * (2 * film_strain + normal_strain) + 2 * normal_strain
assert abs(normal_stress) < 1e-14
film_shift = two_theta(d0 * (1 + normal_strain), wavelength) - tt0
heat_shift = two_theta(d0 * (1 + expansion * heating), wavelength) - tt0


def angular_factor(tt):
    t = np.radians(tt / 2)
    return (1 + np.cos(2 * t)**2) / (np.sin(t)**2 * np.cos(t))


angular_ratio = angular_factor(tt111) / angular_factor(tt11m)

# Fluorite atoms; one oxygen sublattice moves by s in each cell coordinate.
s = 0.02
f_metal, f_oxygen = (72 + 40) / 2, 8.0
face_centres = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])


def structure_factor(hkl, shift_one, shift_two):
    total = 0
    for strength, offset in ((f_metal, 0), (f_oxygen, .25 + shift_one),
                             (f_oxygen, .75 + shift_two)):
        total += strength * np.exp(2j * np.pi * (face_centres + offset)
                                   @ np.array(hkl)).sum()
    return total


for hkl in family((1, 1, 1)):
    n = sum(hkl)
    formula = 4 * (f_metal + f_oxygen * 1j**n * (np.exp(2j * np.pi * n * s) - 1))
    assert abs(structure_factor(hkl, s, 0) - formula) < 1e-10
    # A common shift of both oxygen sublattices has no effect on these lines.
    assert abs(structure_factor(hkl, s, s) - 4 * f_metal) < 1e-10
F2_111 = abs(structure_factor((1, 1, 1), s, 0))**2 / (4 * f_metal)**2
F2_11m = abs(structure_factor((1, 1, -1), s, 0))**2 / (4 * f_metal)**2
oxygen_ratio = F2_111 / F2_11m
corrected_ratio = 2 / 6 * angular_ratio * oxygen_ratio
displacement = s * np.linalg.norm(cell.sum(axis=0))

# ---------------- printed numbers ----------------
print(f"edge a = {a:.3f} nm")
print(f"angle alpha = {alpha:.2f} deg")
print(f"c = cos(alpha) = {c:.6f}")
print(f"wavelength = {wavelength:.4f} nm")
print(f"grain thickness = {grain:.1f} nm")
print(f"111 multiplicities, large d first = {[m for _, m in lines111]}")
print(f"200 multiplicities = {[m for _, m in lines200]}")
print(f"families checked for the h00 rule = {families_checked}")
print(f"obtuse cell, 111, large d first = {[m for _, m in obtuse]}")
print(f"tetragonal cell: 111 {tet111}, 200 {tet200}")
print(f"cubic d(111) = {d0:.6f} nm")
print(f"d(111) = {d111:.6f} nm")
print(f"d(11-1) = {d11m:.6f} nm")
print(f"cubic d(200) = {a / 2:.6f} nm")
print(f"d(200) = {d200:.6f} nm")
print(f"relative decrease of d(200) = {shift200:.3e}")
print(f"ratio r = {r:.6f}")
print(f"first-order ratio 1+4c/3 = {1 + 4 * c / 3:.6f}")
print(f"alpha recovered from r = {alpha_recovered:.4f} deg")
print(f"cubic 2theta(111) = {tt0:.3f} deg")
print(f"2theta(111) = {tt111:.3f} deg")
print(f"2theta(11-1) = {tt11m:.3f} deg")
print(f"2theta(200) = {tt200:.3f} deg")
print(f"111 splitting in 2theta = {split:.4f} deg")
print(f"first-order splitting = {split_linear:.4f} deg")
print(f"random-powder count ratio 6-fold/2-fold = {powder_ratio:.3f}")
print(f"half-height phase x = {half_phase:.5f} rad")
print(f"width constant K = {K:.4f}")
print(f"size width at 111 = {width111:.3f} deg")
print(f"size width at 200 = {width200:.3f} deg")
print(f"merged 111 width = {merged_width:.3f} deg")
print(f"maxima of 111 at this grain size = {maxima(grain)}")
print(f"threshold root u = {u:.4f}")
print(f"needed separation = {separation_sigma:.3f} std deviations")
print(f"needed separation = {separation_fwhm:.3f} full widths")
print(f"grain needed for two maxima = {needed_grain:.1f} nm")
print(f"same from profile scan = {high:.1f} nm")
print(f"doublet: {100 * doublet:.2f} % gives {doublet_gap:.3f} deg")
print(f"microstrain: {100 * microstrain:.2f} % gives {micro_width:.3f} deg")
print(f"in-plane film strain = {100 * film_strain:.2f} %")
print(f"Poisson ratio = {poisson:.2f}")
print(f"normal film strain = {100 * normal_strain:.3f} %")
print(f"111 shift by film strain = {film_shift:.3f} deg")
print(f"thermal expansion = {expansion:.1e} per K")
print(f"heating = {heating:.0f} K")
print(f"111 shift by heating = {heat_shift:.3f} deg")
print(f"angular factor ratio 111/(11-1) = {angular_ratio:.4f}")
print(f"strengths: metal {f_metal:.0f}, oxygen {f_oxygen:.0f} electrons")
print(f"oxygen shift s = {s:.3f} (cell coordinate)")
print(f"oxygen displacement = {displacement:.4f} nm")
print(f"relative |F|^2 of 111 = {F2_111:.4f}")
print(f"relative |F|^2 of 11-1 = {F2_11m:.4f}")
print(f"ideal intensity ratio 2-fold/6-fold = {2 / 6:.4f}")
print(f"corrected intensity ratio = {corrected_ratio:.4f}")
print("all good")
```

Output:

```
edge a = 0.510 nm
angle alpha = 89.50 deg
c = cos(alpha) = 0.008727
wavelength = 0.1540 nm
grain thickness = 10.0 nm
111 multiplicities, large d first = [2, 6]
200 multiplicities = [6]
families checked for the h00 rule = 34
obtuse cell, 111, large d first = [6, 2]
tetragonal cell: 111 [8], 200 [2, 4]
cubic d(111) = 0.294449 nm
d(111) = 0.297007 nm
d(11-1) = 0.293581 nm
cubic d(200) = 0.255000 nm
d(200) = 0.254981 nm
relative decrease of d(200) = 7.550e-05
ratio r = 1.011670
first-order ratio 1+4c/3 = 1.011635
alpha recovered from r = 89.5000 deg
cubic 2theta(111) = 30.319 deg
2theta(111) = 30.051 deg
2theta(11-1) = 30.411 deg
2theta(200) = 35.154 deg
111 splitting in 2theta = 0.3591 deg
first-order splitting = 0.3612 deg
random-powder count ratio 6-fold/2-fold = 3.010
half-height phase x = 1.39156 rad
width constant K = 0.8859
size width at 111 = 0.810 deg
size width at 200 = 0.820 deg
merged 111 width = 0.890 deg
maxima of 111 at this grain size = 1
threshold root u = 0.4109
needed separation = 2.845 std deviations
needed separation = 1.208 full widths
grain needed for two maxima = 27.2 nm
same from profile scan = 27.2 nm
doublet: 0.25 % gives 0.078 deg
microstrain: 0.30 % gives 0.093 deg
in-plane film strain = 0.50 %
Poisson ratio = 0.30
normal film strain = -0.429 %
111 shift by film strain = 0.134 deg
thermal expansion = 1.0e-05 per K
heating = 100 K
111 shift by heating = -0.031 deg
angular factor ratio 111/(11-1) = 1.0258
strengths: metal 56, oxygen 8 electrons
oxygen shift s = 0.020 (cell coordinate)
oxygen displacement = 0.0178 nm
relative |F|^2 of 111 = 1.1080
relative |F|^2 of 11-1 = 0.9645
ideal intensity ratio 2-fold/6-fold = 0.3333
corrected intensity ratio = 0.3928
all good
```
